# Noncollinear PAW: Spin-Matrix Occupancies and the One-Centre LSDA Potential

## One s wave with a tilted spin

Consider an augmentation sphere with one real s partial wave $\phi$, its smooth partner $\tilde\phi$ and no core. Let $P_n^\alpha$ be the amplitude of spin component $\alpha=\uparrow,\downarrow$ of state $n$ in this wave, and $f_n$ the occupation. The spin density matrix in the sphere is

$$n^{\alpha\beta}(\mathbf r)=\rho^{\alpha\beta}\phi(r)^2,\qquad \rho^{\alpha\beta}=\sum_n f_nP_n^\alpha P_n^{\beta*}. \tag{1}$$

The $2\times2$ matrix $\rho$ is Hermitian, so $\rho=U\,\mathrm{diag}(\rho_+,\rho_-)\,U^\dagger$. Since $\phi^2$ is a common factor, the same $U$ diagonalizes the density matrix at every point. With the spin axes turned by $U$, the problem is collinear: the densities are $\rho_\pm\phi^2$, and the local spin-density approximation (LSDA) gives two potentials $v_\pm$. Turning back yields the exchange-correlation part of the PAW strength,

$$D^{\rm xc}=U\begin{pmatrix}D_+&0\\0&D_-\end{pmatrix}U^\dagger,\qquad D_\pm=\int(\phi^2v_\pm-\tilde\phi^2\tilde v_\pm)\,d^3r. \tag{2}$$

Now add a p wave. The products $\phi_s^2$, $\phi_s\phi_p$ and $\phi_p^2$ vary differently in space and can carry different spin directions. In general no single $U$ then diagonalizes the density matrix throughout the sphere. The rotation must be made point by point, before the integration.

## The occupancy matrix

Atomic units are used in the algebra. The partial waves $\phi_i$, $\tilde\phi_i$ and projectors $\tilde p_i$ are taken to be independent of spin, as in a scalar-relativistic treatment without spin-orbit coupling. The PAW transformation then acts alike on both components of a spinor:

$$\psi_n^\alpha=\tilde\psi_n^\alpha+\sum_i(\phi_i-\tilde\phi_i)P_{ni}^\alpha,\qquad P_{ni}^\alpha=\langle\tilde p_i|\tilde\psi_n^\alpha\rangle. \tag{3}$$

If the partial waves are complete for the states considered, $\tilde\psi_n^\alpha=\sum_i\tilde\phi_iP_{ni}^\alpha$ inside the sphere. Equation (3) then reduces to $\psi_n^\alpha=\sum_i\phi_iP_{ni}^\alpha$. We define the density matrix with the conjugate on the second index and insert this expansion:

$$\sum_nf_n\psi_n^\alpha\psi_n^{\beta*}
=\sum_{ij}\Big(\sum_nf_nP_{ni}^{\beta*}P_{nj}^\alpha\Big)\phi_i^*\phi_j. \tag{4}$$

The bracket is the required generalization of the occupancy matrix:

$$\rho_{ij}^{\alpha\beta}=\sum_nf_n\langle\tilde\psi_n^\beta|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n^\alpha\rangle,\qquad
(\rho_{ij}^{\alpha\beta})^*=\rho_{ji}^{\beta\alpha}. \tag{5}$$

Complex conjugation exchanges the two factors, and hence both index pairs. A block with $i\ne j$ therefore need not be Hermitian in spin alone.

A frozen, nonmagnetic core of density $n_c$ puts half its charge in each spin component. The all-electron one-centre density matrix is

$$N^{\alpha\beta}(\mathbf r)=\sum_{ij}\rho_{ij}^{\alpha\beta}\phi_i^*\phi_j+\tfrac12\delta_{\alpha\beta}n_c. \tag{6}$$

Its pseudo counterpart $\tilde N$ has the same $\rho$, with $\tilde\phi_i$ and $\tilde n_c$ in place of $\phi_i$ and $n_c$.

## The strengths as an energy derivative

The PAW energy consists of a smooth part plus, for each atom, an all-electron one-centre part minus a pseudo one-centre part. We define $D$ for one atom by varying $\rho$ while the smooth valence density and smooth kinetic energy are held fixed:

$$dE=\sum_{ij\alpha\beta}D_{ij}^{\alpha\beta}\,d\rho_{ij}^{\beta\alpha},\qquad D_{ij}^{\alpha\beta}=\frac{\partial E}{\partial\rho_{ij}^{\beta\alpha}}. \tag{7}$$

The reversed spin indices make the sum a matrix trace in spin. They also give $D$ the correct order as an operator. From Eq. (5), $\rho_{ij}^{\beta\alpha}=\sum_nf_nP_{ni}^{\alpha*}P_{nj}^\beta$, so

$$\frac{\partial E}{\partial P_{ni}^{\alpha*}}=f_n\sum_{j\beta}D_{ij}^{\alpha\beta}P_{nj}^\beta. \tag{8}$$

Because $P_{ni}^{\alpha*}=\int\tilde\psi_n^{\alpha*}\tilde p_i\,d^3r$, its derivative with respect to $\tilde\psi_n^{\alpha*}(\mathbf r)$ is $\tilde p_i(\mathbf r)$. Dividing the total variation by $f_n$ gives the Hamiltonian

$$\tilde H^{\alpha\beta}=-\tfrac12\nabla^2\delta_{\alpha\beta}+\tilde v^{\alpha\beta}(\mathbf r)+\sum_{ij}|\tilde p_i\rangle D_{ij}^{\alpha\beta}\langle\tilde p_j|. \tag{9}$$

Here $\tilde v^{\alpha\beta}$ is the potential of the smooth part, and the last term is summed over atoms. Spin-flip elements of $D$ couple the two components of the spinor. The overlap does not couple them, since the norm is a sum over $\alpha$ of equal spatial forms:

$$S^{\alpha\beta}=\delta_{\alpha\beta}\Big[1+\sum_{ij}|\tilde p_i\rangle\big(\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle\big)\langle\tilde p_j|\Big], \tag{10}$$

with the inner products in the bracket taken over the sphere.

Let the compensation charges enter the electrostatic energy and not the exchange-correlation energy. Their multipoles, like the one-centre charge, then depend on $\rho$ through its spin trace $\bar\rho_{ij}=\sum_\alpha\rho_{ij}^{\alpha\alpha}$. The one-centre kinetic energy does too, because its operator is spin-independent. If $F[\bar\rho]$ collects these terms, then

$$dF=\sum_{ij}\frac{\partial F}{\partial\bar\rho_{ij}}\sum_{\alpha\beta}\delta_{\alpha\beta}\,d\rho_{ij}^{\beta\alpha}. \tag{11}$$

Comparison with Eq. (7) shows that they contribute $\delta_{\alpha\beta}D_{ij}^0$, where $D_{ij}^0=\partial F/\partial\bar\rho_{ij}$. Under the stated assumptions, the spin dependence of $D$ comes from exchange and correlation.

## Diagonalization at one point

Any Hermitian $2\times2$ matrix is a combination of the unit matrix and the Pauli matrices. Using $\mathrm{Tr}\,\sigma_k=0$ and $\mathrm{Tr}(\sigma_k\sigma_l)=2\delta_{kl}$, we write

$$N=\tfrac12(n+\mathbf m\cdot\boldsymbol\sigma),\qquad n=\mathrm{Tr}\,N,\qquad \mathbf m=\mathrm{Tr}(\boldsymbol\sigma N). \tag{12}$$

The vector $\mathbf m$ is the spin density, counted in electrons. The electron's magnetic moment points the opposite way; below, the size of a moment is given in Bohr magnetons with $g=2$.

Since $(\mathbf m\cdot\boldsymbol\sigma)^2=|\mathbf m|^2$, the eigenvalues of $\mathbf m\cdot\boldsymbol\sigma$ are $\pm|\mathbf m|$. For $|\mathbf m|>0$ and $\hat{\mathbf m}=\mathbf m/|\mathbf m|$, the eigenvalues of $N$ and the projectors on its eigenvectors $u_\pm$ are

$$n_\pm=\tfrac12(n\pm|\mathbf m|),\qquad u_\pm u_\pm^\dagger=\tfrac12(1\pm\hat{\mathbf m}\cdot\boldsymbol\sigma). \tag{13}$$

The LSDA assigns to each point the energy per volume $e_{\rm xc}(n_+,n_-)$ of a uniform electron gas polarized along the local $\hat{\mathbf m}$. Let $v_\pm=\partial e_{\rm xc}/\partial n_\pm$.

To vary this energy we need $dn_\pm$. From $n_\pm=u_\pm^\dagger Nu_\pm$ and $Nu_\pm=n_\pm u_\pm$,

$$dn_\pm=u_\pm^\dagger(dN)u_\pm+n_\pm\,d(u_\pm^\dagger u_\pm)=u_\pm^\dagger(dN)u_\pm. \tag{14}$$

The second term vanishes because the eigenvectors stay normalized. The axis does turn when $N$ changes, but its turning has no first-order effect on the eigenvalues. Hence

$$de_{\rm xc}=v_+dn_++v_-dn_-=\mathrm{Tr}(V\,dN),\qquad V=v_+u_+u_+^\dagger+v_-u_-u_-^\dagger. \tag{15}$$

Equivalently, $V=U\,\mathrm{diag}(v_+,v_-)\,U^\dagger$, with $u_+$ and $u_-$ as the columns of $U$. Substituting the projectors from Eq. (13) gives

$$V=\tfrac12(v_++v_-)+b\,\hat{\mathbf m}\cdot\boldsymbol\sigma,\qquad b=\tfrac12(v_+-v_-). \tag{16}$$

In components, $V^{\uparrow\uparrow}$ and $V^{\downarrow\downarrow}$ are $\tfrac12(v_++v_-)\pm b\hat m_z$, while $V^{\uparrow\downarrow}=b(\hat m_x-i\hat m_y)$ and $V^{\downarrow\uparrow}=(V^{\uparrow\downarrow})^*$.

The exchange-correlation field $b\hat{\mathbf m}$ is parallel or antiparallel to $\mathbf m$, so it exerts no local torque on the spin density. This is a property of the local approximation. A functional that also depends on gradients of $\mathbf m$ needs a separate derivation.

At $\mathbf m=0$ the direction $\hat{\mathbf m}$ is undefined, but the potential has a limit. By Eq. (13), changing $|\mathbf m|$ at fixed $n$ gives $\partial e_{\rm xc}/\partial|\mathbf m|=\tfrac12(v_+-v_-)=b$. For $n>0$, the energy is unchanged on exchange of $n_+$ and $n_-$, and is therefore even in $|\mathbf m|$. If it is also smooth in the polarization at $\mathbf m=0$, as it is for the functional used below, its expansion starts as $e_0+\tfrac12c|\mathbf m|^2$. Thus $b\simeq c|\mathbf m|$ and $b\hat{\mathbf m}\simeq c\,\mathbf m$, which goes to zero smoothly. In a computation, any unit vector may be used where $\mathbf m$ vanishes.

## From the local potential to $D$

Integrate Eq. (15) over the sphere $\Omega$ and insert the variation of Eq. (6) at fixed core:

$$dE^1_{\rm xc}=\int_\Omega\sum_{\alpha\beta}V^{\alpha\beta}dN^{\beta\alpha}\,d^3r
=\sum_{ij\alpha\beta}\Big(\int_\Omega\phi_i^*\phi_jV^{\alpha\beta}\,d^3r\Big)d\rho_{ij}^{\beta\alpha}. \tag{17}$$

The bracket is the all-electron contribution to $D_{ij}^{\alpha\beta}$. The pseudo contribution follows in the same way from $\tilde N$ and is subtracted:

$$D_{ij}^{\alpha\beta}=\delta_{\alpha\beta}D_{ij}^0+\int_\Omega\left(\phi_i^*\phi_jV^{\alpha\beta}-\tilde\phi_i^*\tilde\phi_j\tilde V^{\alpha\beta}\right)d^3r. \tag{18}$$

The matrix $\tilde V$ is Eq. (16) evaluated with $\tilde n$ and $\tilde{\mathbf m}$. It has its own local direction, because the smooth waves weight the blocks of $\rho$ differently. For one s wave both directions are constant and equal, and the integral in Eq. (18) becomes Eq. (2).

A common spin rotation $W$ of all states changes $\rho_{ij}$ to $W\rho_{ij}W^\dagger$, and hence $N$ to $WNW^\dagger$. The eigenvalues are unchanged and the eigenvectors turn, so $V$ becomes $WVW^\dagger$ and $D_{ij}$ becomes $WD_{ij}W^\dagger$. Without spin-orbit coupling or an external magnetic field, the energy does not depend on the choice of spin axes.

## A sphere with a varying spin direction

The following model is not a self-consistent atom. Its radius is $r_c=0.800$ Å. With $Z=4$ and $r$ in bohr, its radial functions and core density are

$$R_s=(Z/2)^{3/2}(2-Zr)e^{-Zr/2},\quad R_p=(Z/2)^{3/2}\frac{Zr}{\sqrt3}e^{-Zr/2},\quad n_c=\frac{2Z^3}{\pi}e^{-2Zr}. \tag{19}$$

These are hydrogenic 2s and 2p functions and a doubly occupied 1s core. Each smooth partner is $r^l(a_0+a_2r^2)$, with constants $a_0$ and $a_2$ that match value and slope at $r_c$; the core uses $l=0$. The angular functions are complex spherical harmonics, with $Y_{1,\pm1}=\mp\sqrt{3/8\pi}\,\sin\theta\,e^{\pm i\varphi}$. The labels $p_0,p_+,p_-$ denote magnetic quantum numbers $0,1,-1$.

Three states have these nonzero projections:

- State 1, $f=1$: $P_s^\uparrow=0.9$, $P_{p_0}^\uparrow=0.2$, $P_{p_+}^\downarrow=0.3i$.
- State 2, $f=1$: $P_{p_0}^\uparrow=0.5$, $P_s^\downarrow=0.3$, $P_{p_-}^\downarrow=0.4$.
- State 3, $f=0.5$: $P_s^\uparrow=0.2$, $P_{p_+}^\uparrow=0.4$, $P_s^\downarrow=0.2i$, $P_{p_0}^\downarrow=0.3$.

Equation (5) gives, for example, $\rho_{ss}^{\uparrow\uparrow}=0.9^2+0.5(0.2)^2=0.830$ and $\rho_{ss}^{\uparrow\downarrow}=0.5(0.2)(-0.2i)=-0.020i$.

The functional is Slater exchange with Perdew–Wang correlation. At $r=0.4$ Å, $\theta=60^\circ$, $\varphi=30^\circ$, the all-electron density is $n=1.0810$ Å$^{-3}$ and $\mathbf m=(-0.0306,\,0.0787,\,0.1462)$ Å$^{-3}$, so $|\mathbf m|=0.1688$ Å$^{-3}$. The eigenvalues are

$$n_\pm=\tfrac12(1.0810\pm0.1688)=0.6249,\ 0.4561\ \text{Å}^{-3}. \tag{20}$$

The corresponding potentials are $v_+=-16.869$ eV and $v_-=-15.676$ eV. Their mean is $-16.273$ eV, and $b=-0.597$ eV. With $\hat{\mathbf m}=(-0.181,0.466,0.866)$, Eq. (16) gives

$$V=\begin{pmatrix}-16.789&0.108+0.278i\\0.108-0.278i&-15.756\end{pmatrix}\text{ eV}. \tag{21}$$

Along the same ray, the angle between $\mathbf m$ and $\tilde{\mathbf m}$ is $92.2^\circ$ at $0.2$ Å, $8.3^\circ$ at $0.4$ Å and zero at the surface, where the waves match. The 2s function changes sign at $r=2/Z=0.5$ bohr, or $0.26$ Å, whereas its smooth partner has no node. At $0.2$ Å the s–p products therefore have opposite signs in the two densities. The relative sizes of the products differ as well, and a sign change is not needed for a large angle. At $0.3$ Å, just outside the node, the signs agree, but the 2s function is still small beside its smooth partner, and the angle is $107^\circ$. The angle thus does not fall steadily with $r$.

The integrals in Eq. (18) were evaluated by Gauss–Legendre quadrature in $r$ and $\cos\theta$ and a uniform grid in $\varphi$. For the diagonal spin elements of the s block they give

$$D_{ss}^{{\rm xc},\uparrow\uparrow}=-9.824-(-8.163)=-1.661\ \text{eV}, \tag{22}$$

$$D_{ss}^{{\rm xc},\downarrow\downarrow}=-8.566-(-6.131)=-2.435\ \text{eV}. \tag{23}$$

The all-electron part is lower for spin up, but the difference is lower for spin down, because the subtracted pseudo part has the larger splitting. This reversal is not a reversed exchange splitting of the orbital. The smooth potential in Eq. (9) also acts on the state; when the partial waves are complete, its exchange-correlation contribution inside the sphere restores the pseudo part.

The spin-flip element is $D_{ss}^{{\rm xc},\uparrow\downarrow}=-0.005-0.032i$ eV. In the mixed block, $D_{s,p_+}^{{\rm xc},\uparrow\downarrow}=0.095i$ eV and $D_{s,p_+}^{{\rm xc},\downarrow\uparrow}=-0.006-0.012i$ eV. These are not conjugates: Hermiticity relates the first to the $\downarrow\uparrow$ element of the block $(p_+,s)$.

The cost of one global axis $\hat{\mathbf e}$ can now be measured. Let $\hat{\mathbf e}$ point along $\int_\Omega\mathbf m\,d^3r$, and replace $n_\pm$ by $\tfrac12(n\pm\mathbf m\cdot\hat{\mathbf e})$. The net moment is $0.447$ Bohr magnetons, while $\int_\Omega|\mathbf m|\,d^3r$ corresponds to $0.658$. The replacement discards the transverse spin density. Relative to local diagonalization, it raises the all-electron exchange-correlation energy of the sphere by $0.210$ eV and the pseudo energy by $0.153$ eV. If the global axis were used in the one-centre terms alone, their difference would shift by $0.210-0.153=0.057$ eV. The replacement is harmless when $\mathbf m$ and $\tilde{\mathbf m}$ are both everywhere parallel or antiparallel to $\hat{\mathbf e}$, since then $|\mathbf m\cdot\hat{\mathbf e}|=|\mathbf m|$ and $|\tilde{\mathbf m}\cdot\hat{\mathbf e}|=|\tilde{\mathbf m}|$: this is the collinear case.
